# Strang splitting for acid-base neutralization and diffusion in a resist bake

Simulate a 60 s resist bake in steps of 0.375 s, treating diffusion and neutralization in turn, and then halve the step. If each step is one full diffusion followed by one full reaction, the error falls from $2.63\times10^{-5}$ to $1.32\times10^{-5}\ \mathrm{nm^{-3}}$, a factor of two. If the same diffusion is placed half before and half after the reaction, the error falls from $1.79\times10^{-7}$ to $4.47\times10^{-8}\ \mathrm{nm^{-3}}$, a factor of four. Both schemes solve each sub-process exactly in time. What differs is the order in which they are put together.

## Two cells by hand

Take two cells holding acid amounts $a_1,a_2$. Acid hops between them at unit rate each way. Cell 1 contains so much base that its acid is lost at unit rate; cell 2 contains none. In these units of time,

$$\dot a=(A+B)a,\quad A=\begin{pmatrix}-1&1\\1&-1\end{pmatrix},\quad B=\begin{pmatrix}-1&0\\0&0\end{pmatrix}.$$

Start from $a=(1,1)$. Since

$$(A+B)a=(-1,0),\quad (A+B)^2a=(2,-1),\quad (A+B)^3a=(-5,3),$$

the exact solution after a short time $h$ is

$$a_1=1-h+h^2-\tfrac56h^3+\dots,\qquad a_2=1-\tfrac12h^2+\tfrac12h^3+\dots$$

**Diffusion, then reaction.** Hopping does nothing to equal amounts, and the reaction then gives $(e^{-h},1)$. Here $a_1=1-h+\frac12h^2+\dots$, which is already wrong at order $h^2$. The scheme has missed the acid that enters cell 1 from cell 2 while the base is at work.

**Half diffusion, reaction, half diffusion.** The first half again does nothing, and the reaction gives $(e^{-h},1)$. The last half preserves the mean $s=(1+e^{-h})/2$ and multiplies the difference $\delta=1-e^{-h}$ by $e^{-2(h/2)}=e^{-h}$. With

$$s=1-\tfrac h2+\tfrac{h^2}4-\tfrac{h^3}{12}+\dots,\qquad \delta e^{-h}=h-\tfrac32h^2+\tfrac76h^3+\dots,$$

we get

$$a_1=s-\tfrac12\delta e^{-h}=1-h+h^2-\tfrac23h^3+\dots,$$
$$a_2=s+\tfrac12\delta e^{-h}=1-\tfrac12h^2+\tfrac12h^3+\dots$$

The error of one step is now $(h^3/6,0)$ at leading order. A fixed time $T$ needs $T/h$ steps, so errors of size $h^3$ should add up to size $h^2$, provided that later steps do not amplify them. That proviso needs a proof.

## The resist model and its exact local reaction

Let $a(x,t)$ and $b(x,t)$ be the number densities of acid and base on a line of period $P$:

$$\partial_t a=D_a a_{xx}-kab,\qquad \partial_t b=D_b b_{xx}-kab. \tag{1}$$

The constants $D_a,D_b,k$ are positive, and the initial densities are smooth, periodic and nonnegative. This is a mean-field model: the local reaction rate depends on the product of average densities.

Without diffusion, each event removes one acid and one base, so $d=a-b=a_0-b_0$ is constant and $\dot a=-ka(a-d)$. For $a_0>0$ put $y=1/a$. Then

$$\dot y=-\dot a/a^2=k(a-d)/a=k-kd\,y,$$

which is linear. With $K=kh$ its solution is

$$y=y_0e^{-Kd}+\frac{1-e^{-Kd}}d.$$

Multiply by $a_0=b_0+d$:

$$\frac{a_0}{a}=e^{-Kd}+(b_0+d)\frac{1-e^{-Kd}}d=1+b_0\frac{1-e^{-Kd}}d.$$

Define $g(z)=(e^z-1)/z$ with $g(0)=1$. The last fraction is $Kg(-Kd)$. Exchanging acid and base reverses the sign of $d$, so

$$a=\frac{a_0}{1+b_0Kg(-Kd)},\qquad b=\frac{b_0}{1+a_0Kg(Kd)}. \tag{2}$$

Both formulas also hold for zero initial densities. Since $g>0$, nonnegative densities stay nonnegative.

For $a_0=0.12$, $b_0=0.04\ \mathrm{nm^{-3}}$, $k=3\ \mathrm{nm^3/s}$ and $h=6$ s, we have $K=18\ \mathrm{nm^3}$ and $Kd=1.44$. Then $g(-1.44)=0.5299$, the denominator is $1+0.72\times0.5299=1.3815$, and $a=0.0869\ \mathrm{nm^{-3}}$. Subtracting $d=0.08$ leaves $b=0.0069\ \mathrm{nm^{-3}}$.

Two limits are useful. If $a_0=b_0$, then $a=a_0/(1+Ka_0)$, a slow algebraic decay; for $0.04\ \mathrm{nm^{-3}}$ it gives $0.04/1.72=0.0233\ \mathrm{nm^{-3}}$. If acid is in excess and $K\to\infty$, then $Kg(-Kd)\to1/d$, so $a\to d$ and $b\to0$.

The equivalent quotient $a_0d/(a_0-b_0e^{-Kd})$ subtracts nearly equal numbers close to balance. For $a_0=0.04\ \mathrm{nm^{-3}}$, $K=4.5\ \mathrm{nm^3}$ and seven values of $b_0$ larger than $a_0$ by one to seven parts in $10^{12}$, its largest relative error in double precision was $4.4\times10^{-5}$. Form (2), with $g$ evaluated by a routine accurate near zero, stayed within $1.7\times10^{-16}$.

## The algorithm

Diffusion for a time $\tau$ multiplies the Fourier mode of wave number $q$ by $e^{-Dq^2\tau}$, because $\partial_{xx}e^{iqx}=-q^2e^{iqx}$. One step of length $h$ is:

1. Transform $a$ and $b$, multiply by $e^{-D_aq^2h/2}$ and $e^{-D_bq^2h/2}$, and transform back.
2. Apply (2) at every grid point with $K=kh$.
3. Repeat the first operation.

The cost per step is a few fast Fourier transforms, $O(N\log N)$ for $N$ points, plus $O(N)$ for the reaction. Between steps, two adjoining half diffusions may be merged into one full diffusion.

The mean of $a-b$ is conserved, since the reaction preserves $a-b$ at each point and diffusion preserves each mean. If $D_a=D_b$, more is true: $a-b$ obeys the heat equation, and the scheme reproduces this for any $h$. Its splitting error then lies in how much has reacted, not in the local excess.

## Why one step has a cubic error

Write $u=(a,b)$, $Lu=(D_aa_{xx},D_bb_{xx})$, $R(u)=-kab(1,1)$ and $F=L+R$. The reaction is nonlinear, but its flow acts linearly on functions of the state. For a field $G$ define $D_Gf(u)=f'(u)G(u)$. The Taylor series of $f$ along the flow of $G$ is $e^{hD_G}f$. Put $A=D_L$ and $B=D_R$, and expand the symmetric product:

$$e^{hA/2}e^{hB}e^{hA/2}=1+h(A+B)+\tfrac{h^2}2(A^2+AB+BA+B^2)+h^3Q+\dots$$

The quadratic bracket is $(A+B)^2$, as in the exact flow. Collecting the cubic products gives

$$Q=\tfrac16A^3+\tfrac18A^2B+\tfrac14ABA+\tfrac18BA^2+\tfrac14AB^2+\tfrac14B^2A+\tfrac16B^3.$$

There is no $BAB$ term because $B$ occurs in one factor only. The exact flow has coefficient $\frac16$ for all eight products. The difference is

$$-\tfrac1{24}(A^2B-2ABA+BA^2)+\tfrac1{12}(B^2A-2BAB+AB^2)$$
$$=-\tfrac1{24}[A,[A,B]]+\tfrac1{12}[B,[B,A]]. \tag{3}$$

In the two-cell example,

$$[A,[A,B]]=\begin{pmatrix}-2&0\\0&2\end{pmatrix},\qquad [B,[B,A]]=\begin{pmatrix}0&1\\1&0\end{pmatrix}.$$

Acting on $(1,1)$, (3) gives $(\frac1{12}+\frac1{12},-\frac1{12}+\frac1{12})=(\frac16,0)$, as found by hand.

For the resist we need the commutator as a field. The product rule gives $D_FD_Gf=f''[F,G]+f'G'F$, where $f''[F,G]$ is the symmetric second derivative. It cancels in the commutator, so $[D_F,D_G]$ belongs to the field $G'F-F'G$. For $L$ and $R$ this is $C=R'(u)Lu-LR(u)$. Its acid component is

$$C_a=-k(bD_aa_{xx}+aD_bb_{xx})+kD_a(a_{xx}b+2a_xb_x+ab_{xx})$$
$$=k\left[2D_aa_xb_x+(D_a-D_b)ab_{xx}\right].$$

In the same way,

$$C_b=k\left[2D_ba_xb_x+(D_b-D_a)ba_{xx}\right].$$

Splitting is therefore exact for uniform densities. Otherwise the error is fed by overlapping gradients and by unequal diffusivities. The overlap need not be present at the start: where acid varies and base is uniform, the reaction itself gives the base a gradient. Applying the field rule once more to (3), with $[B,[B,A]]=-[B,[A,B]]$, gives a one-step error $h^3E+O(h^4)$ with

$$E=-\tfrac1{12}\left(C'R-R'C\right)-\tfrac1{24}\left(C'Lu-LC\right). \tag{4}$$

To test (4), take $\theta=2\pi x/P$ and, in $\mathrm{nm^{-3}}$, $a=0.08+0.03\cos\theta+0.01\sin2\theta$, $b=0.05+0.015\sin\theta+0.005\cos2\theta$, with the diffusivities of the bake below. The measured one-step error divided by $h^3$, extrapolated to zero step from $h=0.1$ and 0.05 s, differs from $E$ by 0.08% of the norm of $E$.

The expansion needs smoothness, because $E$ contains spatial derivatives up to the fourth when the diffusivities differ, and the remainder contains higher ones. The exact solution supplies them. The maximum principle gives $0\le a\le\max a_0$, and likewise for $b$. Differentiating (1) $m$ times gives a diffusion equation for $\partial_x^mu$ with the source $R'(u)\partial_x^mu$ plus products of lower derivatives. Diffusion does not increase the maximum norm, so Gronwall's inequality bounds each derivative in turn on $[0,T]$. The maps in (2) are smooth for nonnegative densities, with denominators at least one. The cubic bound is thus uniform along the exact solution. For a discontinuous initial profile this argument fails, and no order is claimed here.

## Why the errors do not grow

Measure a difference by

$$\|\delta\|=\frac1P\int_0^P(|\delta_a|+|\delta_b|)\,dx.$$

Under the reaction, a small difference obeys $\dot\delta_a=\dot\delta_b=-r$ with $r=k(b\delta_a+a\delta_b)$. If $\delta_a$ and $\delta_b$ have the same sign, $r$ has that sign too, and $|\delta_a|+|\delta_b|$ cannot grow. If the signs are opposite, one magnitude gains what the other loses. If one difference is zero, it grows no faster than the other shrinks. For two finite states, join them by a straight line, which stays in the quadrant $a,b\ge0$, and apply the result to each small piece. The line's image is no longer than the line, so the end points do not move apart.

Diffusion is convolution with a positive Gaussian of unit mass, so it cannot increase the integral of $|\delta_a|$ or $|\delta_b|$. Hence one complete step $S_h$ satisfies

$$\|S_hu-S_hv\|\le\|u-v\|. \tag{5}$$

The choice of norm matters. With $a>b$ and $\delta=(\epsilon,-\epsilon)$, $\epsilon>0$, we find $\dot\delta_a=k(a-b)\epsilon>0$, so the larger of the two magnitudes grows. Among 20,000 random pairs of states with densities up to $0.2\ \mathrm{nm^{-3}}$, reacting for 1 s at $k=3\ \mathrm{nm^3/s}$, that larger magnitude grew by up to a factor 1.34. The sum did not grow beyond rounding.

Now let $u_n$ be the computed state, with $t_n=nh\le T$. Each step adds one local error, and by (5) later steps do not enlarge it. Therefore

$$\|u_n-u(t_n)\|\le h^2\int_0^{t_n}\|E(u(t))\|\,dt+O(h^3). \tag{6}$$

This is second-order convergence without an exponentially growing factor. For the error itself rather than a bound, let the linearized exact flow carry each contribution $h^3E$ forward. The sum over steps tends to $h^2e$, where

$$\dot e=F'(u)e+E(u),\qquad e(0)=0. \tag{7}$$

The proof assumes exact diffusion. On a grid, the truncated Fourier kernel has negative weights when the step is short. For the base on the 128-point grid used below, a half step at $h=0.1875$ s has weights down to $-2.6\%$ of the central one, and their absolute values sum to 1.13 instead of 1. So neither positivity nor (5) is guaranteed for arbitrary grid data, and positivity has to be watched. In the Strang runs here all densities were positive at the end of every step.

## A 40 nm pattern baked for 60 s

Take $P=40$ nm, $D_a=0.3$ and $D_b=0.1\ \mathrm{nm^2/s}$, $k=3\ \mathrm{nm^3/s}$, and uniform base at $0.04\ \mathrm{nm^{-3}}$. Exposure converts acid generator of density $0.2\ \mathrm{nm^{-3}}$ according to

$$a_0=0.2\left[1-e^{-I(x)}\right]\ \mathrm{nm^{-3}},\qquad I=\tfrac12\left[1+0.9\cos(2\pi x/P)\right].$$

At the bright centre $I=0.95$ and $a_0=0.1227\ \mathrm{nm^{-3}}$; at the dark centre $a_0=0.0098\ \mathrm{nm^{-3}}$. After the bake these become 0.0679 and $0.0032\ \mathrm{nm^{-3}}$. Base has almost vanished from the bright region, while $0.0139\ \mathrm{nm^{-3}}$ remains at the dark centre. Mean acid minus mean base is $0.0725-0.0400=0.0325\ \mathrm{nm^{-3}}$ before and $0.0354-0.0030=0.0324\ \mathrm{nm^{-3}}$ after, equal within the rounding shown.

The errors are measured against an unsplit integration on the same 128-point grid, with relative tolerance $10^{-12}$. This isolates the time error.

| $h$ (s) | error ($\mathrm{nm^{-3}}$) | order |
|---|---|---|
| 6 | $4.05\times10^{-5}$ | – |
| 3 | $1.10\times10^{-5}$ | 1.88 |
| 1.5 | $2.83\times10^{-6}$ | 1.96 |
| 0.75 | $7.13\times10^{-7}$ | 1.99 |
| 0.375 | $1.79\times10^{-7}$ | 2.00 |
| 0.1875 | $4.47\times10^{-8}$ | 2.00 |

The order is $\log_2$ of the ratio of successive errors. At $h=6$ s the initial bright-region value of $kha$ is $3\times6\times0.1227=2.2$. This is not small, so a departure from the leading power is no surprise.

Equation (7) predicts an error of $1.272\times10^{-6}h^2\ \mathrm{nm^{-3}}$ with $h$ in seconds. At 0.1875 s that is $4.47\times10^{-8}\ \mathrm{nm^{-3}}$, as measured, and the spatial shape agrees to about 0.02% of the norm of the prediction. The leading bound in (6) has coefficient $6.10\times10^{-6}$, nearly five times larger, because it ignores cancellation and decay. For a target error of $10^{-6}\ \mathrm{nm^{-3}}$, the predicted step is $\sqrt{10^{-6}/(1.272\times10^{-6})}=0.89$ s. A faster reaction or sharper gradients would change the coefficient, so this step belongs to this example.

## What the accuracy means for a resist

These are round numbers in the rough range of chemically amplified resists. The acid diffusion length $\sqrt{2D_aT}=6$ nm is of the usual few-nanometre size. The diffusion-limited relation $k=4\pi(D_a+D_b)r_c$ implies a capture radius $r_c=0.60$ nm, a molecular size. As an edge marker, take the place where acid equals half its final peak, $0.0340\ \mathrm{nm^{-3}}$. It lies at 10.33 nm from the bright centre. This is not a development model. Splitting moves it by $-0.0029$ nm at $h=6$ s and by $-0.0002$ nm at 1.5 s.

Keeping that threshold fixed, other changes move the edge as follows:

- The early excess of the diffusion-limited capture rate over its steady value: $-0.003$ nm.
- A bake 1 K hotter than 100 °C, with $k$, $D_a$ and $D_b$ all given an assumed activation energy of 1 eV and so raised by 8.7%: $-0.030$ nm.
- Acid diffusivity 50% larger with $k$ held fixed, a crude stand-in for its change as the polymer is deprotected: $-0.033$ nm. The diffusion-limited relation would raise $k$ as well; that further change is left out.

These shifts belong to the half-peak threshold. It lies near $x=P/4$, where diffusion hardly moves the profile: the temperature and diffusivity shifts both change sign between thresholds of 40% and 50% of the peak. With the threshold at 25% or 75% of the peak, the larger acid diffusivity moves the edge by $+0.67$ or $-0.87$ nm and the hotter bake by $+0.06$ or $-0.16$ nm, while splitting at $h=1$ s moves it by less than 0.0003 nm. The temperature figure is also not the bake sensitivity of a resist, because deprotection is left out. An edge placed at half the peak of the time-integrated acid, multiplied by a deprotection rate constant with the same 1 eV, moves by $+0.44$ nm for 1 K.

Of the effects estimated here, the largest comes from the assumption of smooth densities. A cube with a side of one diffusion length holds $0.0340\times6^3=7.3$ acids at the threshold. Independent counting then gives a relative fluctuation $1/\sqrt{7.3}=37\%$. Divided by the relative slope of the acid profile, this is a local edge uncertainty of about 2.3 nm. It is a rough scale, not a roughness prediction, since averaging along the line is left out. Such averaging gains less than independent counting suggests. The surviving acid is the difference of two noisy counts, so in volumes much larger than this cube its variance per volume tends to $a_0+b_0$, about three times the surviving density at the threshold. Film surfaces can also matter: the diffusion length is 15% of an assumed 40 nm film thickness, so acid loss or contamination there would reach a noticeable part of the film. The model further treats acid as a neutral ion pair and omits long-range electrostatic attraction.

For this example, then, a step near 1 s makes the time error much smaller than the modelled temperature and diffusivity shifts. Smaller steps would refine the solution of (1), but they would not reduce the uncertainty from molecular counting. The numerical output below lists the densities at five positions, together with the errors.

## Computed results

```
pitch 40 nm; bake 60 s at 100 C; grid points 128
Da 0.3, Db 0.1 nm^2/s; k 3.0 nm^3/s
generator 0.20, initial base 0.04 nm^-3
dose exponent 1.0; image contrast 0.9
local reaction time 6.0 s; columns a0 b0 a b in nm^-3
  0.12 0.04 0.0868598 0.0068598
  0.04 0.04 0.0232558 0.0232558
  0.01 0.04 0.0051159 0.0351159
near balance, relative error: stable 1.7e-16, quotient 4.4e-05
largest reaction ratio: sum norm 1.000000, max norm 1.3386
whole-bake perturbation ratio, sum norm: 0.1379
profile: x in nm; a0, b0, a(T), b(T) in nm^-3
   0.0 0.122652 0.040000 0.067904 0.000000
   5.0 0.111755 0.040000 0.058831 0.000001
  10.0 0.078694 0.040000 0.035694 0.000168
  15.0 0.033247 0.040000 0.011622 0.004679
  20.0 0.009754 0.040000 0.003214 0.013900
mean acid: initial 0.072475, final 0.035427 nm^-3
mean base final 0.002953 nm^-3
Strang: steps, h in s, error in nm^-3, order from previous row
   10 6.0000 4.0500e-05 -
   20 3.0000 1.1003e-05 1.8800
   40 1.5000 2.8305e-06 1.9588
   80 0.7500 7.1334e-07 1.9884
  160 0.3750 1.7871e-07 1.9970
  320 0.1875 4.4700e-08 1.9992
two-factor errors at last two h: 2.633e-05, 1.316e-05 nm^-3
two-factor order: 1.0007
one-step defect, relative mismatch: 7.87e-04
predicted error coefficient: 1.2717e-06 nm^-3 s^-2
upper-bound coefficient: 6.1002e-06 nm^-3 s^-2
global error shape, relative mismatch: 2.03e-04
h for error 1e-6 nm^-3: 0.887 s
drift of mean(a-b): 1.4e-17 nm^-3
largest change on doubling grid: 7.6e-17 nm^-3
acid threshold 0.033952 nm^-3; edge at 10.3260 nm
edge error at h=6.0 s: -2.91e-03 nm
edge error at h=1.5 s: -1.80e-04 nm
capture radius implied by k: 0.597 nm
edge shift, transient capture rate: -0.0027 nm
rate factor for +1 K at 1.0 eV: 1.0867
edge shift, +1 K: -0.0298 nm
edge shift, acid diffusivity +50%: -0.0333 nm
acid diffusion length: 6.000 nm
acids in a cube of that side at threshold: 7.33
counting noise 36.9 %; rough edge noise 2.34 nm
diffusion length / film thickness (40 nm): 0.150
```
